# Reflectance near a perfect single-layer antireflection null

## Result

A uniform layer of thickness $d$ lies between a lossless medium 1, from which light arrives, and a thick substrate, medium 3. Suppose that the reflection amplitude $r$ vanishes at $d=d_0$. If the thickness is then changed to $d_0+\delta$, with all else fixed, the reflectance is

$$
R=C\,\delta^2+O(\delta^3),\qquad
C=\left|\frac{2k\,r_{12}}{1-r_{12}^2}\right|^2 .
$$

Here $k$ is the complex wavenumber in the layer along its normal, and $r_{12}$ is the reflection amplitude of the boundary between medium 1 and the layer. The formula requires $k\neq0$ and $r_{12}^2\neq1$. It holds for one wavelength, one angle and one polarization, with flat boundaries.

In lithography, medium 1 is the resist and the layer is a bottom antireflective coating. The reflectance is the one seen from inside the resist.

## Conventions

Fields vary as $e^{-i\omega t}$, and $z$ points from medium 1 towards the substrate. The media are isotropic and nonmagnetic. An absorbing index is $n+i\kappa$ with $\kappa>0$, so that a forward wave decays. With vacuum wavenumber $k_0=2\pi/\lambda$ and angle $\theta$ in medium 1,

$$
k_j=k_0\sqrt{n_j^2-n_1^2\sin^2\theta},\qquad k\equiv k_2=k'+ik''.
$$

The root with positive imaginary part is taken or, if the root is real, the positive one.

Let $F$ be the tangential electric field for s polarization and the tangential magnetic field for p polarization. The other tangential field is proportional to $dF/dz$ for s and to $\varepsilon_j^{-1}dF/dz$ for p, where $\varepsilon_j=n_j^2$. Both must be continuous. A forward wave of amplitude $A$ and a backward wave of amplitude $B$ therefore contribute $A+B$ and $Y_j(A-B)$, where

$$
Y_j=k_j\ \text{(s)},\qquad Y_j=k_j/\varepsilon_j\ \text{(p)}.
$$

At a single boundary, $1+r_{ij}=t$ and $Y_i(1-r_{ij})=Y_jt$. Eliminating $t$ gives

$$
r_{ij}=\frac{Y_i-Y_j}{Y_i+Y_j}.
$$

Because medium 1 is lossless and carries a propagating wave, $R=|r|^2$ is the ratio of reflected to incident power.

## Reflection from the layer

Put the upper boundary at $z=0$ and write the field in the layer as $Ae^{ikz}+Be^{-ikz}$. The substrate carries only a forward wave, of amplitude $T$ at $z=d$. Continuity there requires

$$
Ae^{ikd}+Be^{-ikd}=T,\qquad
Y_2(Ae^{ikd}-Be^{-ikd})=Y_3T .
$$

This is the single-boundary problem with incident amplitude $Ae^{ikd}$ and reflected amplitude $Be^{-ikd}$. Their ratio is $r_{23}$, so

$$
\rho\equiv\frac{B}{A}=r_{23}e^{2ikd}.
$$

The exponential describes one round trip through the layer. At the upper boundary,

$$
1+r=A(1+\rho),\qquad Y_1(1-r)=Y_2A(1-\rho).
$$

Eliminating $A$ gives

$$
Y_1(1-r)(1+\rho)=Y_2(1+r)(1-\rho).
$$

Collect the terms in $r$ and solve:

$$
r=\frac{Y_1(1+\rho)-Y_2(1-\rho)}{Y_1(1+\rho)+Y_2(1-\rho)}
=\frac{(Y_1-Y_2)+\rho(Y_1+Y_2)}{(Y_1+Y_2)+\rho(Y_1-Y_2)} .
$$

Division by $Y_1+Y_2$ yields

$$
r=\frac{r_{12}+r_{23}e^{2ikd}}{1+r_{12}r_{23}e^{2ikd}} .
$$

All multiple reflections in the layer are included.

## What a perfect null requires

The numerator must vanish:

$$
r_{23}e^{2ikd_0}=-r_{12}.
$$

The denominator is then $1-r_{12}^2$, which explains the condition $r_{12}^2\neq1$. For $r_{12}\ne0$, the null is one complex equation, equivalent to two real ones:

$$
|r_{23}|e^{-2k''d_0}=|r_{12}|,
$$

$$
\arg r_{23}+2k'd_0=\arg r_{12}+\pi\pmod{2\pi}.
$$

At the upper boundary, the ratio of returning to forward wave in the layer must equal in size, and oppose in phase, the ratio $r_{12}$ of directly reflected to incident wave. Thickness alone is one real adjustment, so in general a second parameter must be tuned too. In an absorbing coating this can be $\kappa$.

If $r_{12}=0$, a null at finite thickness also requires $r_{23}=0$. Then $R=0$ for every thickness, in agreement with $C=0$. A layer matched to medium 1 but not to the substrate has no null, because $r=r_{23}e^{2ikd}$ never vanishes. For s polarization, and so at normal incidence, matching means $k=k_1$, which is real. The reflectance is then $|r_{23}|^2$ whatever the thickness.

## Departure from the null

At thickness $d_0+\delta$, the null condition gives

$$
r_{23}e^{2ik(d_0+\delta)}=-r_{12}e^{2ik\delta}.
$$

Substitution into the layer formula gives, without approximation,

$$
r(\delta)=\frac{r_{12}(1-e^{2ik\delta})}{1-r_{12}^2e^{2ik\delta}} .
$$

The substrate index and $d_0$ no longer appear. They have fixed the existence of the null, but the response around it depends on medium 1 and the layer alone.

Set $x=2ik\delta$ and $q=r_{12}^2$. The two expansions needed are

$$
1-e^x=-x\left(1+\frac{x}{2}\right)+O(x^3),
$$

$$
1-qe^x=(1-q)\left(1-\frac{qx}{1-q}\right)+O(x^2).
$$

Dividing them and keeping two orders gives

$$
r=-\frac{r_{12}x}{1-q}
\left[1+x\left(\frac12+\frac{q}{1-q}\right)+O(x^2)\right].
$$

The terms in the inner bracket combine to $(1+q)/[2(1-q)]$. With $x=2ik\delta$,

$$
r=-\frac{2ikr_{12}}{1-r_{12}^2}\,\delta
\left[1+ik\delta\,\frac{1+q}{1-q}+O(\delta^2)\right].
$$

The factor $-i$ has unit modulus. Squaring the modulus of the leading term gives the stated $C$. There is no linear term in $R$ because the amplitude itself starts at zero and grows linearly.

For the next order, use $|1+u|^2=1+2\,\mathrm{Re}\,u+O(|u|^2)$ and $\mathrm{Re}(iw)=-\mathrm{Im}\,w$:

$$
R=C\delta^2[1+a\delta+O(\delta^2)],\qquad
a=-2\,\mathrm{Im}\left[k\frac{1+r_{12}^2}{1-r_{12}^2}\right].
$$

The expansion needs both $|2k\delta|\ll1$ and $|2kq\delta/(1-q)|\ll1$.

## Simpler forms

From the definition of $r_{12}$,

$$
1-r_{12}^2=\frac{4Y_1Y_2}{(Y_1+Y_2)^2},\qquad
1+r_{12}^2=\frac{2(Y_1^2+Y_2^2)}{(Y_1+Y_2)^2}.
$$

Therefore

$$
\frac{2kr_{12}}{1-r_{12}^2}=k\,\frac{Y_1^2-Y_2^2}{2Y_1Y_2},
\qquad
k\,\frac{1+r_{12}^2}{1-r_{12}^2}=k\,\frac{Y_1^2+Y_2^2}{2Y_1Y_2}.
$$

At normal incidence, s admittances are $Y_j=k_0n_j$, and $k=k_0n_2$. The layer index cancels from the denominators:

$$
C=\frac{k_0^2|n_1^2-n_2^2|^2}{4n_1^2}.
$$

Writing $n_2=n+i\kappa$, so that $\mathrm{Im}\,n_2^2=2n\kappa$, gives

$$
a=-\frac{k_0}{n_1}\mathrm{Im}(n_1^2+n_2^2)
=-\frac{2k_0n\kappa}{n_1}.
$$

Thus, for small errors at normal incidence, an absorbing layer that is too thin reflects more than one equally too thick.

For s polarization at angle $\theta$, $k_1^2-k^2=k_0^2(n_1^2-n_2^2)$ and $k_1=k_0n_1\cos\theta$. Hence

$$
C_s=\frac{k_0^2|n_1^2-n_2^2|^2}{4n_1^2\cos^2\theta}.
$$

This applies to a layer that has its null at that angle. It doesn't describe a layer nulled at normal incidence and then tilted.

## The lossless quarter-wave case

Let $k$ and $r_{12}$ be real. Then

$$
|1-e^{2ik\delta}|^2=4\sin^2(k\delta),
$$

$$
|1-qe^{2ik\delta}|^2=(1-q)^2+4q\sin^2(k\delta),
$$

and the finite-error formula becomes

$$
R=\frac{4q\sin^2(k\delta)}{(1-q)^2+4q\sin^2(k\delta)} .
$$

This is even in $\delta$, so the cubic term is absent.

Take indices 1, 1.5 and 2.25 at 193 nm. The quarter-wave thickness is $193/(4\times1.5)=32.17$ nm. Both boundary amplitudes are $-0.2$, and the round-trip factor $-1$ makes them cancel. The result is $C=4.14\times10^{-4}\ \mathrm{nm^{-2}}$. At both $\delta=-5$ and $+5$ nm, $R=1.004\%$, while the quadratic law gives $1.035\%$.

## Worked example: an absorbing coating under resist

Consider normal incidence at 193 nm, where $k_0=0.032555\ \mathrm{nm^{-1}}$. Rough inputs typical of deep-ultraviolet lithography are resist index 1.70, coating real index 1.80 and substrate index $0.9+2.8i$. A Newton search for $r=0$ in the two unknowns $\kappa$ and $d$, run from two different starting points, gives one null from each:

- First null: $\kappa=0.614$, $d_0=28.31$ nm.
- Second null: $\kappa=0.344$, $d_0=81.52$ nm.

The digits belong to these inputs only. Changing the substrate index to $0.883+2.778i$ moves the first null to $\kappa=0.615$, $d_0=28.22$ nm and raises its $C$ by about 0.3%.

For the first,

$$
k=0.05860+0.01999i\ \mathrm{nm^{-1}},
$$

$$
r_{12}=-0.0576-0.1654i,\qquad |r_{23}|=0.5431.
$$

The round trip multiplies the returning amplitude by $e^{-2k''d_0}=0.3224$. Its strength is thus $0.5431\times0.3224=0.1751$, equal to $|r_{12}|$.

To find $C$, first calculate

$$
r_{12}^2=-0.0240+0.0190i,\qquad |1-r_{12}^2|=1.0242.
$$

With $|k|=0.06192\ \mathrm{nm^{-1}}$,

$$
\sqrt C=\frac{2(0.06192)(0.1751)}{1.0242}
=0.02117\ \mathrm{nm^{-1}},
$$

so $C=4.48\times10^{-4}\ \mathrm{nm^{-2}}$. A 1 nm error gives about $0.045\%$ reflectance. The asymmetry is

$$
a=-\frac{2(0.032555)(1.80)(0.614)}{1.70}
=-0.0423\ \mathrm{nm^{-1}}.
$$

The following reflectances are in percent. The "full" column comes from solving the field-continuity equations numerically.

| $\delta$ (nm) | full | $C\delta^2$ | $C\delta^2(1+a\delta)$ |
|---:|---:|---:|---:|
| −5 | 1.366 | 1.121 | 1.358 |
| −2 | 0.195 | 0.179 | 0.194 |
| −1 | 0.0467 | 0.0448 | 0.0467 |
| +1 | 0.0429 | 0.0448 | 0.0429 |
| +2 | 0.164 | 0.179 | 0.164 |
| +5 | 0.893 | 1.121 | 0.883 |

At 1 nm the quadratic law is within 5% of the full reflectance. At 5 nm it is 18% low on the thin side and 25% high on the thick side. The cubic term removes most of this error.

The sign of $a$ can be traced by writing $(1+q)/(1-q)=1+2q/(1-q)$. The first term contributes $-2k''=-0.0400\ \mathrm{nm^{-1}}$, most of the total. It expresses the weaker attenuation of the round-trip wave in a thinner layer.

## Thickness tolerance and the second null

If the permitted reflectance is $R_{\max}$, the leading law gives

$$
|\delta|\le\delta_q=\sqrt{R_{\max}/C}.
$$

For $R_{\max}=0.1\%$, $\delta_q=1.49$ nm. Including $a$ to first order moves both limits by $-a\delta_q^2/2=+0.05$ nm. Numerical root finding with the full reflectance gives limits of $-1.45$ and $+1.54$ nm.

The second null has $C=1.45\times10^{-4}\ \mathrm{nm^{-2}}$, about one third of the first value. Resist, substrate, wavelength and coating real index are the same. The smaller coefficient comes from the smaller $\kappa$, since $C$ has no separate dependence on $d_0$. The second design is therefore less sensitive to an error of a given number of nanometres.

For a given fractional error, $\delta=fd_0$, the relevant coefficient is $Cd_0^2$. It is 0.36 for the first null and 0.97 for the second. The thicker layer is then the more sensitive one. Which comparison matters depends on whether the coating process controls absolute or fractional thickness.

To separate substrate from layer, keep the first coating's complex index but require a null at 20 nm. Solving the null condition for $r_{23}$, and then for the substrate index, gives $0.733+1.185i$. The coefficient remains $4.48\times10^{-4}\ \mathrm{nm^{-2}}$.

## Standing waves in the resist

At normal incidence the field intensity in lossless resist is

$$
|e^{ik_1z}+re^{-ik_1z}|^2
=1+R+2|r|\cos(2k_1z-\arg r).
$$

Its contrast, the difference of maximum and minimum divided by their sum, is

$$
V=\frac{2|r|}{1+R}\simeq2\sqrt C\,|\delta| .
$$

The contrast grows linearly although the reflectance grows quadratically. For a 1 nm error in the first coating, the linear law gives 4.2%. The full result at $+1$ nm is 4.1%. A reflectance of only 0.043% thus accompanies an intensity modulation of about 8% from minimum to maximum, relative to the mean.

## When the null is not perfect

An error in another parameter leaves an amplitude $r_e$ at $d_0$. For small errors, let $b$ be the thickness slope of $r$ at the perfect null, so $|b|^2=C$. Then

$$
R\simeq|r_e+b\delta|^2
=|r_e|^2+2\,\mathrm{Re}(r_e^*b)\delta+C\delta^2.
$$

Completing the square gives

$$
\delta_{\min}=-\frac{\mathrm{Re}(r_e^*b)}{C},\qquad
R_{\min}=\frac{[\mathrm{Im}(r_e^*b)]^2}{C}.
$$

Thickness can cancel the part of $r_e$ that lies along $b$ in the complex plane, but not the perpendicular part.

Raise $\kappa$ by 0.02 in the first coating. The reflectance at $d_0$ becomes 0.0177%. Numerical minimization over thickness lowers it only to 0.0158%, at $\delta=-0.21$ nm. The slope of $R$ at $d_0$ is now 0.0185% per nm instead of zero.

## Comparison with real exposure

The inputs lie in the rough range of 193 nm processes. Organic coatings there typically have $\kappa$ of a few tenths, so 0.34 is the more ordinary of the two values found here. Among the departures computed here, the largest comes from the assumption of a single normal ray. A lens of numerical aperture NA sends its edge rays into the resist at $\sin\theta=\mathrm{NA}/1.70$. Keeping the first coating fixed, the model gives:

| Edge ray | s polarization | p polarization |
|---|---:|---:|
| NA 0.85 | 0.94% | 0.31% |
| NA 1.35 | 9.3% | 4.0% |

The value 9.3% is about 216 times the effect of a $+1$ nm thickness error. A normal-incidence tolerance is therefore no guide to the edge rays of a high-aperture exposure.

Retuning for $30^\circ$ in the resist, the edge angle at NA 0.85, shows the conflict between polarizations. With $n=1.80$ retained, the s null is at $\kappa=0.494$, $d_0=32.26$ nm. The p null is at $\kappa=0.621$, $d_0=31.62$ nm. At that angle the coating nulled for s reflects 0.62% in p, and the one nulled for p reflects 0.86% in s. The coefficients $C$ of the s and p nulls are $3.87$ and $2.24\times10^{-4}\ \mathrm{nm^{-2}}$.

Other departures, each applied alone to the first normal-incidence null, are smaller:

- A transparent interlayer on the substrate, 1.5 nm thick with index 1.6, gives 0.11%.
- An error of $+0.02$ in the coating's real index gives 0.018%.
- A resist $\kappa$ of 0.02 gives $|r|^2=0.0035\%$. In an absorbing incidence medium this is an amplitude measure, not strictly a power ratio.
- Slow Gaussian thickness variation of 1 nm rms gives a mean of 0.045%, close to $C$ times the variance.
- A wavelength shift of 0.001 nm, with indices fixed, gives about $10^{-9}\%$.
- Heating by 1 K, with an assumed thickness expansion of $3\times10^{-4}$ per kelvin and with indices fixed, gives about $3\times10^{-6}\%$.

The reflectances from fixed errors can't simply be added when several occur together. For small errors their complex amplitudes add first, and the squared modulus is taken afterwards. Random thickness variation of zero mean is different. Averaging removes its leading cross terms with the fixed errors, so to leading order its mean reflectance does add to theirs. The higher-order cross terms grow with the fixed error. A 1 nm rms variation, which gives 0.045% alone, adds 0.043% on top of the $+0.02$ error in real index but only 0.038% on top of the 1.5 nm interlayer.
